\section*{Rotation-invariant ensemble density-functional theory with a full occupation matrix, part 2}

The free energy of $N$ electrons at temperature $T>0$ is minimised over a Hermitian $M\times M$ occupation matrix $f$ for given orthonormal orbitals $\psi_i$. The spin degeneracy is $g=2$, and $M>N/g$. The convex set $\mathcal F$ holds all $f$ with eigenvalues in $[0,1]$ and $g\,\mathrm{tr} f=N$; $\mathrm{Tr}$ is the trace over the whole one-electron space. Further,
\[
\hat\gamma=\sum_{ij}|\psi_i\rangle f_{ij}\langle\psi_j|,\quad n(\mathbf r)=g\langle\mathbf r|\hat\gamma|\mathbf r\rangle,\quad \hat P=\sum_i|\psi_i\rangle\langle\psi_i|,
\]
\[
\hat h=-\frac{\hbar^2}{2m}\nabla^2+\hat V_{\rm ion}+e\mathcal E x,\quad \hat H=\hat h+v_{\rm Hxc}[n],
\]
with subspace matrices $h$ and $H$, field $\mathcal E$ along $x$ and electron charge $-e$. The functional is
\[
A[\psi,f]=E-TS,\quad E=g\,\mathrm{tr}(fh)+E_{\rm Hxc}[n]+E_{II},\quad -TS=gk_BT\,\mathrm{tr}\,s(f),
\]
where $E_{\rm Hxc}$ is the Hartree energy plus $E_{\rm xc}$, $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$, $E_{II}$ is the ion-ion energy, $s(p)=p\ln p+(1-p)\ln(1-p)$ and $s'(p)=\mathrm{logit}\,p=\ln[p/(1-p)]$.

The projected functional $G[\psi]=\min_{f\in\mathcal F}A[\psi,f]$ is attained at $f^*$. For unitary $U$ and $(\psi U)_i=\sum_k\psi_kU_{ki}$, $G[\psi U]=G[\psi]$, with minimiser $U^\dagger f^*U$. Earlier results are
\begin{equation}
\delta A=g\,\mathrm{tr}\big[(H+k_BT\,\mathrm{logit} f)\,\delta f\big],
\label{eq:dAdf}
\end{equation}
\begin{equation}
H[f^*]+k_BT\,\mathrm{logit} f^*=\mu\mathbf 1 ,
\label{eq:stat}
\end{equation}
\begin{equation}
f^*=F(H[f^*]),\qquad F(H)=\big[e^{(H-\mu)/k_BT}+\mathbf 1\big]^{-1},\qquad [f^*,H]=0 ,
\label{eq:FD}
\end{equation}
and, for $U=e^{tK}$ with $K^\dagger=-K$ at fixed $f$,
\begin{equation}
\frac{dA}{dt}=g\,\mathrm{tr}(HKf-HfK)=g\,\mathrm{tr}(KfH-KHf)=g\,\mathrm{tr}\big(K[f,H]\big).
\label{eq:rot}
\end{equation}
In their common eigenbasis $f^*$ and $H$ have eigenvalues $p_k$ and $\epsilon_k$; $p_0=N/gM$.

The example is a square Na$_4$ cluster in the local-density approximation: $N=4$, $M=11$, $T=3000$~K, $k_BT=0.041419$~aJ. Its trial orbitals give $G=-3.12097$~aJ. With diagonal $f$ the minimum is $-2.61429$~aJ, and $-2.03743$~aJ after the third of three random rotations. The program is printed after the appendix.

\subsection*{Gradients of $G$}

Let $\lambda$ be any parameter of $A$: a displacement of the orbitals, a field or an ionic coordinate, at fixed $N$ and $T$. Assume that $f^*(\lambda)$ is differentiable, which holds when the minimum is unique and has a positive-definite Hessian. Where two minima exchange order, $G$ has a kink and the result applies on each side. The chain rule and Eqs.~(\ref{eq:dAdf}) and (\ref{eq:stat}) give
\begin{equation}
\frac{dG}{d\lambda}=\frac{\partial A}{\partial\lambda}\Big|_{f^*}+g\,\mathrm{tr}\Big[\mu\mathbf 1\,\frac{df^*}{d\lambda}\Big]
=\frac{\partial A}{\partial\lambda}\Big|_{f^*}+\mu\frac{dN}{d\lambda}=\frac{\partial A}{\partial\lambda}\Big|_{f^*}.
\label{eq:env}
\end{equation}
No response of $f^*$ has to be computed.

For the orbitals, $\delta\hat\gamma=\sum_{ij}\big(|\delta\psi_i\rangle f_{ij}\langle\psi_j|+|\psi_i\rangle f_{ij}\langle\delta\psi_j|\big)$ and $\delta E=g\,\mathrm{Tr}(\hat H\,\delta\hat\gamma)$. The second term gives $g\sum_{ij}f_{ij}\langle\delta\psi_j|\hat H|\psi_i\rangle$. Its complex conjugate is $g\sum_{ij}f_{ji}\langle\psi_i|\hat H|\delta\psi_j\rangle$, which is the first term after the exchange $i\leftrightarrow j$. Hence
\begin{equation}
\delta A=2g\,\mathrm{Re}\sum_{ij}\langle\delta\psi_i|\hat H|\psi_j\rangle f_{ji}.
\end{equation}
Write $\delta\psi_i=\sum_k\psi_kK_{ki}+z_i$ with $\hat Pz_i=0$. Orthonormality to first order requires $\langle\delta\psi_i|\psi_j\rangle+\langle\psi_i|\delta\psi_j\rangle=K_{ji}^*+K_{ij}=0$, so $K$ is anti-Hermitian. The part inside the subspace is
\begin{equation}
2g\,\mathrm{Re}\,\mathrm{tr}(K^\dagger Hf)=-g\big[\mathrm{tr}(KHf)+\mathrm{tr}(fHK^\dagger)\big]=-g\,\mathrm{tr}(KHf-KfH)=g\,\mathrm{tr}(K[f,H]),
\end{equation}
in agreement with Eq.~(\ref{eq:rot}), and it vanishes at $f^*$. What remains is
\begin{equation}
\delta G=2\,\mathrm{Re}\sum_i\langle\delta\psi_i|r_i\rangle,\qquad |r_i\rangle=g\,(1-\hat P)\hat H\sum_j|\psi_j\rangle f^*_{ji}.
\label{eq:grad}
\end{equation}
Under a rotation, $\sum_j\psi'_jf'^*_{ji}=(\psi Uf'^*)_i=(\psi f^*U)_i$, so the residuals rotate like the orbitals, $r'=rU$. The program moves the trial orbitals along a complex direction that has parts both inside and outside the subspace, re-minimises $f$ at each point, and finds the slope $0.0196501$~aJ, equal to Eq.~(\ref{eq:grad}) evaluated with the outside part alone.

For the field at fixed orbitals only $\hat h$ depends on $\mathcal E$, so
\begin{equation}
\frac{dG}{d\mathcal E}=g e\,\mathrm{tr}(f^*x)=e\int x\,n\,d^3r=-p_x ,
\label{eq:field}
\end{equation}
with $x_{ij}=\langle\psi_i|x|\psi_j\rangle$ and $p_x$ the electronic dipole moment. The ionic term $-\mathcal E\sum_IZ_IeX_I$ is independent of $f$ and vanishes for the centred cluster. The operator $x$ is admissible for a finite system with normalisable orbitals; it is not compatible with periodic boundary conditions, and a minimum of $G$ over orbitals in a field exists only in a finite basis or a confined region.

For an ionic position $\mathbf R_I$, the free energy $\mathcal A=\min_\psi G$ is stationary in the orbitals as well, and the same chain rule gives the force $-\partial A/\partial\mathbf R_I=-g\,\mathrm{Tr}(\hat\gamma\,\partial\hat V_{\rm ion}/\partial\mathbf R_I)-\partial E_{II}/\partial\mathbf R_I$ when the basis does not move with the ions. Newtonian dynamics with this force at fixed $T$ conserves the ionic kinetic energy plus $\mathcal A$, which includes $-TS$. An atom-centred basis adds Pulay terms. Ionic forces are not tested by the program.

\subsection*{The inner loop}

To evaluate $G$, start from an interior $f\in\mathcal F$, form $H[f]$, and set $\tilde f=F(H[f])$ with the chemical potential $\tilde\mu$ that gives $N$ electrons. Let $\Delta=\tilde f-f$ and $f(\beta)=f+\beta\Delta$, which lies in $\mathcal F$ for $0\le\beta\le1$ by convexity. By construction $H[f]=\tilde\mu\mathbf 1-k_BT\,\mathrm{logit}\tilde f$ and $\mathrm{tr}\Delta=0$. Equation~(\ref{eq:dAdf}) at the two ends gives
\begin{align}
\sigma_0&=\frac{dA}{d\beta}\Big|_0=g\,\mathrm{tr}\big[(H[f]+k_BT\,\mathrm{logit} f)\Delta\big]=-gk_BT\,\mathrm{tr}\big[(\mathrm{logit} f-\mathrm{logit}\tilde f)(f-\tilde f)\big],\label{eq:s0}\\
\sigma_1&=\frac{dA}{d\beta}\Big|_1=g\,\mathrm{tr}\big[(H[\tilde f]+k_BT\,\mathrm{logit}\tilde f)\Delta\big]=g\,\mathrm{tr}\big[(H[\tilde f]-H[f])\Delta\big].\label{eq:s1}
\end{align}
The sign of $\sigma_0$ follows from an inequality for two matrices $a=\sum_ia_iu_iu_i^\dagger$ and $b=\sum_jb_jv_jv_j^\dagger$ with spectra in $(0,1)$. Let $w_{ij}=|u_i^\dagger v_j|^2$, so that $\sum_iw_{ij}=\sum_jw_{ij}=1$. Then $\mathrm{tr}[s'(a)a]=\sum_{ij}w_{ij}s'(a_i)a_i$, $\mathrm{tr}[s'(a)b]=\sum_{ij}w_{ij}s'(a_i)b_j$, and the two traces with $s'(b)$ have the same form. Collecting the four terms,
\begin{equation}
\mathrm{tr}\big[(s'(a)-s'(b))(a-b)\big]=\sum_{ij}w_{ij}\,\big(s'(a_i)-s'(b_j)\big)(a_i-b_j)\ \ge0,
\label{eq:klein}
\end{equation}
because $s''=1/p(1-p)>0$ makes both brackets share a sign. Equality needs $a_i=b_j$ whenever $w_{ij}\ne0$; then $av_j=\sum_ia_iu_i(u_i^\dagger v_j)=b_jv_j$ for all $j$, and $a=b$. Applied to two points of a line, Eq.~(\ref{eq:klein}) says that the slope of $\mathrm{tr}\,s$ increases strictly, which is strict convexity. Applied to Eq.~(\ref{eq:s0}) it gives $\sigma_0<0$ unless $f=\tilde f$. The direction $\Delta$ is downhill for every differentiable $E_{\rm xc}$, convex or not. The program asserts $\sigma_0<0$ and agreement with a finite difference to $10^{-5}$ of $\sigma_0$ at four random points; the last gives $-1.603328$~aJ.

If $A(\beta)$ were quadratic its slope would be linear, $\sigma_0+\beta(\sigma_1-\sigma_0)$, with zero at
\begin{equation}
\beta=\frac{\sigma_0}{\sigma_0-\sigma_1},
\end{equation}
which lies in $(0,1)$ when $\sigma_1>0$. For $\sigma_1\le0$ the step $\beta=1$ is taken. Far from the minimum the entropy is not quadratic, so the step is halved until $A$ does not rise. Equation~(\ref{eq:s1}) enters the program only through this step length and has no test of its own.

The convergence rate follows from linearisation about $f^*$, in the eigenbasis of $H$. Varying $[F(H),H]=0$ gives $\delta F_{ij}(\epsilon_j-\epsilon_i)+(p_i-p_j)\delta H_{ij}=0$ for $\epsilon_i\neq\epsilon_j$, so $\delta F_{ij}=-L_{ij}\delta H_{ij}$ with $L_{ij}=(p_i-p_j)/(\epsilon_j-\epsilon_i)>0$. On the diagonal $\delta F_{ii}=-L_{ii}(\delta H_{ii}-\delta\mu)$ with $L_{ii}=p_i(1-p_i)/k_BT$, the limit of $L_{ij}$. Write $f=f^*+\eta$ and $\delta H=\mathcal K\eta$, with $\mathcal K$ the Hartree and exchange-correlation kernel in the subspace, and let $L$ include the shift of $\mu$. Then $\tilde f-f^*=-L\mathcal K\eta$, $\Delta=-(1+L\mathcal K)\eta$, and one step maps $\eta\to[1-\beta(1+L\mathcal K)]\eta$. The rate is set by the spectrum of the subspace dielectric matrix $1+L\mathcal K$, and the undamped step $\beta=1$ diverges if an eigenvalue of that matrix exceeds 2. This spectrum was not computed for the example, where the loop takes 44 steps from $f=p_0\mathbf 1$ to $\|\Delta\|<10^{-10}$.

Four points matter in code. The matrix $h_{ij}$ is fixed during the loop, so each step needs only a density, a potential and its $M\times M$ matrix. In $\sigma_0$ the term $\tilde\mu\mathbf 1$ should be subtracted from $H$ explicitly: $\sigma_0$ is of order $\|\Delta\|^2$, and the product of $\tilde\mu$ with the rounding error of $\mathrm{tr}\Delta$ does not shrink with it. Slopes fix $\beta$ better than differences of $A$ near convergence for the same reason. At the end the loop should return $\tilde f$, whose small eigenvalues have a small relative error, since they are exponentials of converged $\epsilon_k$.

\subsection*{What diagonal occupations cost}

Define $G_{\rm diag}[\psi]$ as the minimum of $A$ over diagonal $f\in\mathcal F$. Only diagonal $\delta f$ are allowed in Eq.~(\ref{eq:dAdf}), so the stationarity condition is $f_{ii}=F(H_{ii})$, with no condition on $H_{i\neq j}$. A minimum over a subset cannot be lower, so $G_{\rm diag}[\psi U]\ge G[\psi U]=G[\psi]$. If $V$ diagonalises $f^*$, the minimiser $V^\dagger f^*V$ is diagonal and equality holds. Therefore
\begin{equation}
G[\psi]=\min_U G_{\rm diag}[\psi U].
\end{equation}
In the example $G_{\rm diag}$ lies $-2.61429+3.12097=0.50668$~aJ above $G$ for the trial orbitals and $-2.03743+3.12097=1.08354$~aJ above for the third rotation, and it equals $G$ in all printed digits in the eigenbasis. A minimiser of $G_{\rm diag}$ must find the rotation by moving orbitals. Of the $M^2$ real generators $K$, the $M$ phases leave $G_{\rm diag}$ unchanged and $M(M-1)$, here 110, remain.

The curvature along half of these can be found in closed form. Take real orbitals in the eigenbasis, a real $\hat h$ and an energy that depends on $\hat\gamma$ otherwise only through $n$. With $c=\cos\theta$ and $d=\sin\theta$, let $\psi_i'=c\psi_i+\mathrm{i}d\psi_j$ and $\psi_j'=\mathrm{i}d\psi_i+c\psi_j$; the overlap is $\mathrm{i}cd-\mathrm{i}dc=0$. Calling this matrix $R$, $A[\psi R,p]=A[\psi,RpR^\dagger]$ with
\begin{equation}
(RpR^\dagger)_{ii}=p_i-d^2(p_i-p_j),\quad (RpR^\dagger)_{jj}=p_j+d^2(p_i-p_j),\quad (RpR^\dagger)_{ij}=-\mathrm{i}cd\,(p_i-p_j).
\end{equation}
The off-diagonal elements are imaginary and opposite, so they cancel in $n$, where they multiply the same real product $\psi_i\psi_j$, and in $\mathrm{tr}(fh)$, where $h_{ij}=h_{ji}$. The density changes by $gd^2(p_i-p_j)(\psi_j^2-\psi_i^2)$, of order $\theta^2$, so the kernel enters at order $\theta^4$. The entropy is unchanged, and
\begin{equation}
\Delta A=g\,\mathrm{tr}(H\delta f)+O(\theta^4)=g\,d^2(p_i-p_j)(\epsilon_j-\epsilon_i)+O(\theta^4).
\end{equation}
The occupations may then relax. The new diagonal elements are $H'_{ii}=\epsilon_i+d^2(\epsilon_j-\epsilon_i)$ and $H'_{jj}=\epsilon_j-d^2(\epsilon_j-\epsilon_i)$, plus kernel terms of order $\theta^2$, so the gradient in $p$ is $O(\theta^2)$ and the gain from relaxing is $O(\theta^4)$. Hence
\begin{equation}
\frac{d^2G_{\rm diag}}{d\theta^2}\Big|_0=2g\,(p_i-p_j)(\epsilon_j-\epsilon_i)\ \ge0 .
\label{eq:curv}
\end{equation}
A real rotation changes the density at first order, by $2g\theta(p_i-p_j)\psi_i\psi_j$, and its curvature contains kernel terms as well. Exact exchange is proportional to $-\iint|\gamma(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, with $|\gamma|^2=(\mathrm{Re}\,\gamma)^2+(\mathrm{Im}\,\gamma)^2$, so the imaginary part of $\gamma$, of order $\theta$, lowers the energy at order $\theta^2$ and Eq.~(\ref{eq:curv}) acquires a negative exchange term.

The curvature is large for a full and an empty state far apart. It is small for two nearly empty states, and for a nearly degenerate pair, where it tends to $2gp(1-p)(\epsilon_j-\epsilon_i)^2/k_BT$. For the trial subspace the largest and smallest values are
\begin{align}
(1,11):&\quad 4\times0.98644\times0.85014\ \mathrm{aJ}=3.3544\ \mathrm{aJ},\\
(9,10):&\quad 4\times6.7143\times10^{-6}\times0.03132\ \mathrm{aJ}=8.412\times10^{-7}\ \mathrm{aJ}.
\end{align}
The program evaluates $2\Delta G_{\rm diag}/\sin^2\theta$ at $\theta=0.03$, obtains $3.3541$~aJ and $8.4041\times10^{-7}$~aJ, and asserts agreement with the formula within 2\% plus a rounding allowance. The second value is low by $0.0079/8.4120=9.4\times10^{-4}$ of the formula, and the relaxation term accounts for it. For a nearly empty state, minimising $g\,\delta H\,\delta p+\frac12gk_BT\,\delta p^2/p$ gives $-\frac12gp\,\delta H^2/k_BT$; the kernel and the shift of $\mu$ are of higher order in the small $p$. With $\delta H=\pm d^2\Delta\epsilon$, $y=\Delta\epsilon/k_BT=0.03132/0.041419=0.756$ and $p_i/p_j=e^y$, the ratio of this gain to $\Delta A$ is
\begin{equation}
-\tfrac12d^2y\,\frac{p_i+p_j}{p_i-p_j}=-\tfrac12d^2y\coth\frac y2=-\tfrac12\times9.00\times10^{-4}\times0.756\times2.77=-9.4\times10^{-4}.
\end{equation}
Both curvatures are expectation values of the Hessian of $G_{\rm diag}$ over rotations, at its minimum, along directions of equal norm. The largest eigenvalue of the Hessian is at least the first and the smallest is at most the second, so the condition number of the rotation problem, with the phases excluded, is at least their ratio, $4.0\times10^6$, for these orbitals. In $G$ these directions are flat and the gradient (\ref{eq:grad}) has no component along them.

The gradients of $G$ need no response of $f^*$, the inner loop always starts downhill, and diagonal occupations leave a rotation problem with a condition number of at least $4.0\times10^6$ for the trial orbitals. What remains is the minimisation over the orbitals, the cost of truncating to $M$ states, the Na$_4$ results and the extensions.
